# Gordon's classical second-moment sum rule for a linear rotor's dipole spectrum: a numerical check

```python
# Result under test: for a classical rigid linear rotor (moment of inertia I,
# unit dipole vector u) in equilibrium at temperature T, the normalised spectrum
# S(w) of <u(0).u(t)> has second moment M2 = 2kT/I for any orientational torque.
# Also tested: M4 = 8(kT/I)^2 + <N^2>/I^2 (N = torque), the total-dipole rule,
# the quantum corrections, and the integrated absorption.
# Reduced units: energy kT, inertia I, time sqrt(I/kT).
# s = hbar^2/(I kT) measures how quantum the rotor is.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq


def orientation_frame(cos_t, phi):
    sin_t = np.sqrt(1 - cos_t**2)
    zero = np.zeros_like(phi)
    u = np.array([sin_t*np.cos(phi), sin_t*np.sin(phi), cos_t])
    e_theta = np.array([cos_t*np.cos(phi), cos_t*np.sin(phi), -sin_t])
    e_phi = np.array([-np.sin(phi), np.cos(phi), zero])
    return u, e_theta, e_phi


def pair_moments(coupling, h=0.05, substeps=2):
    """Two rotors with energy coupling*(u1.u2 - 3 z1 z2), separation along z.
    Canonical average by quadrature, true trajectories, derivatives at t = 0."""
    c, wc = np.polynomial.legendre.leggauss(8)
    g, wg = np.polynomial.hermite.hermgauss(4)
    phi = 2*np.pi*np.arange(12)/12
    vel = np.sqrt(2)*g
    grid = [x.ravel() for x in
            np.meshgrid(c, c, phi, vel, vel, vel, vel, indexing="ij")]
    weights = np.meshgrid(wc, wc, np.ones(12), wg, wg, wg, wg, indexing="ij")
    w = np.ones(grid[0].size)
    for factor in weights:
        w = w*factor.ravel()
    u1, t1, p1 = orientation_frame(grid[0], np.zeros_like(grid[0]))
    u2, t2, p2 = orientation_frame(grid[1], grid[2])
    u = np.array([u1, u2])
    v = np.array([grid[3]*t1 + grid[4]*p1, grid[5]*t2 + grid[6]*p2])
    w = w*np.exp(-coupling*((u1*u2).sum(0) - 3*u1[2]*u2[2]))
    w /= w.sum()
    pull = coupling*np.array([-1.0, -1.0, 2.0]).reshape(1, 3, 1)

    def accel(u, v):
        f = pull*u[::-1]
        radial = (f*u).sum(1, keepdims=True) + (v*v).sum(1, keepdims=True)
        return f - radial*u

    f0 = pull*u[::-1]
    torque_sq = (f0**2).sum(1) - (f0*u).sum(1)**2
    mean_torque_sq = (w*torque_sq.mean(0)).sum()
    start, total_start = u.copy(), u.sum(0)
    corr_self, corr_total = [], []
    dt = h/substeps
    for k in range(5):
        corr_self.append((w*(start*u).sum((0, 1))).sum()/2)
        corr_total.append((w*(total_start*u.sum(0)).sum(0)).sum()/2)
        if k == 4:
            break
        for _ in range(substeps):
            a1 = accel(u, v)
            v2 = v + dt/2*a1
            a2 = accel(u + dt/2*v, v2)
            v3 = v + dt/2*a2
            a3 = accel(u + dt/2*v2, v3)
            v4 = v + dt*a3
            a4 = accel(u + dt*v3, v4)
            u = u + dt/6*(v + 2*v2 + 2*v3 + v4)
            v = v + dt/6*(a1 + 2*a2 + 2*a3 + a4)
    even_powers = np.arange(5.0)[:, None]**(2*np.arange(5))[None, :]
    cs = np.linalg.solve(even_powers, np.array(corr_self))
    ct = np.linalg.solve(even_powers, np.array(corr_total))
    return (-2*cs[1]/h**2, 24*cs[2]/h**4, mean_torque_sq,
            -2*ct[1]/h**2, corr_total[0])


def quantum_rotor(s, depth, jmax=26):
    """Line spectrum of u for H = (s/2) J(J+1) - depth*cos(theta), energies in kT."""
    labels = [(j, m) for j in range(jmax + 1) for m in range(-j, j + 1)]
    index = {lab: k for k, lab in enumerate(labels)}
    n = len(labels)
    z, up = np.zeros((n, n)), np.zeros((n, n))
    for (j, m), k in index.items():
        if j < jmax:
            d = (2*j + 1)*(2*j + 3)
            other = index[j + 1, m]
            z[other, k] = z[k, other] = np.sqrt(((j + 1)**2 - m*m)/d)
            up[index[j + 1, m + 1], k] = -np.sqrt((j + m + 1)*(j + m + 2)/d)
        if m + 1 <= j - 1:
            d = (2*j - 1)*(2*j + 1)
            up[index[j - 1, m + 1], k] = np.sqrt((j - m)*(j - m - 1)/d)
    kinetic = np.array([s/2*j*(j + 1) for j, m in labels])
    energy, vec = eigh(np.diag(kinetic) - depth*z)
    p = np.exp(-(energy - energy[0]))
    p /= p.sum()
    zz, pp = vec.T @ z @ vec, vec.T @ up @ vec
    strength = zz**2 + (pp**2 + pp.T**2)/2
    x = energy[:, None] - energy[None, :]
    mean_kinetic = ((vec**2*kinetic[:, None]).sum(0)*p).sum()
    return x, strength*p[None, :], mean_kinetic, (p*np.diag(zz)).sum()


# ---- classical test with true intermolecular torques
print("Pair of dipole-coupled rotors, reduced units (kT = I = 1):")
for coupling in (0.0, 0.75, 1.5):
    m2, m4, torque_sq, m2_total, g_pair = pair_moments(coupling)
    assert abs(m2 - 2) < 1e-4
    assert abs(m4 - (8 + torque_sq)) < 1e-3*m4
    assert abs(m2_total - 2) < 1e-3
    print(f" coupling {coupling:.2f} kT: M2 {m2:.5f}, M4 {m4:.3f}, "
          f"<N^2> {torque_sq:.3f}")
    print(f"   total dipole: unnormalised M2 {m2_total:.5f}, g {g_pair:.4f}, "
          f"normalised {m2_total/g_pair:.4f}")
assert g_pair > 1.02   # the pair is really correlated at the strongest coupling

# ---- symmetric top, dipole on the axis: velocity covariance from Euler angles
axial = 1.6
for theta in (0.3, 1.1, 2.4):
    st, ct = np.sin(theta), np.cos(theta)
    metric = np.array([[1, 0, 0],
                       [0, st**2 + axial*ct**2, axial*ct],
                       [0, axial*ct, axial]])
    cov = np.linalg.inv(metric)
    top_m2 = cov[0, 0] + st**2*cov[1, 1]
    assert abs(top_m2 - 2) < 1e-10
print(f"Symmetric top, axial/perpendicular inertia {axial}: M2 {top_m2:.5f} kT/I")

# ---- worked example: round parameters
k_B, hbar, c0, eps0 = const.k, const.hbar, const.c, const.epsilon_0
inertia, temp = 3.0e-47, 300.0
debye = 1e-21/c0
mu = 1.5*debye
conc = 0.1
density = conc*1e3*const.N_A
kT = k_B*temp
to_cm = 1/(2*np.pi*c0*100)          # rad/s -> cm^-1
s = hbar**2/(inertia*kT)
m2_si = 2*kT/inertia
print(f"Inputs: I {inertia:.1e} kg m2, T {temp:.0f} K, mu {mu/debye:.1f} D, "
      f"{conc} mol/L")
print(f"kT {kT/const.e*1e3:.2f} meV; dipole mu {mu:.3e} C m")
print(f"M2 = 2kT/I: {m2_si:.4e} rad2/s2 = {m2_si*to_cm**2:.0f} cm^-2")
print(f"rms frequency {np.sqrt(m2_si):.3e} rad/s = {np.sqrt(m2_si)*to_cm:.1f} cm^-1")
print(f"Quantum parameter hbar^2/(I kT): {s:.4f}")
print(f"First moment hbar/I: {hbar/inertia*to_cm:.2f} cm^-1")

absorb_formula = density*mu**2/(6*eps0*c0**2*inertia)   # integral of alpha, m^-2
for depth_mev in (0, 50, 100):
    a = depth_mev*1e-3*const.e/kT
    norm_b = quad(lambda q: np.exp(a*q), -1, 1)[0]
    torque_sq = a*a*quad(lambda q: (1 - q*q)*np.exp(a*q), -1, 1)[0]/norm_b
    x, w, mean_k, _ = quantum_rotor(s, a)
    m1q, m2q = (w*x).sum()/s, (w*x*x).sum()/s
    safe = np.where(x == 0, 1.0, x)
    kubo = w*np.where(x == 0, 1.0, -np.expm1(-safe)/safe)
    m2_kubo, norm_kubo = (kubo*x*x).sum()/s, kubo.sum()
    expansion = 2 + 2*s/3 + s*torque_sq/12
    assert abs(w.sum() - 1) < 1e-6
    assert abs(m1q - 1) < 1e-6
    assert abs(m2q - (2*mean_k + s)) < 1e-6
    assert abs(m2q - expansion) < 2e-3
    assert abs(m2_kubo - 2) < 1e-6
    pos = x > 0
    net = (w[pos]*-np.expm1(-x[pos])*x[pos]).sum()*kT/hbar
    omega_chi = np.pi*density*mu**2/(3*eps0*hbar)*net
    absorb_lines = omega_chi/(2*np.pi*c0**2)
    assert abs(absorb_lines/absorb_formula - 1) < 1e-6
    if depth_mev == 0:
        field = 0.02
        slope = quantum_rotor(s, field)[3]/field
        assert abs(slope - norm_kubo/3) < 1e-4
        print(f"Free rotor static response <cos>/(mu E/kT): {slope:.5f}, "
              f"from spectrum {norm_kubo/3:.5f}")
    m4_si = (8 + torque_sq)*(kT/inertia)**2
    print(f"Cage {depth_mev} meV: rms torque {np.sqrt(torque_sq)*kT/const.e*1e3:.1f} "
          f"meV/rad, classical M4 {m4_si:.3e} rad4/s4")
    print(f"   classical M4/(kT/I)^2 {8 + torque_sq:.3f}; "
          f"quantum M2/(2kT/I) {m2q/2:.4f}, expansion {expansion/2:.4f}")
    print(f"   S_K: second moment/(2kT/I) {m2_kubo/2:.6f}, norm {norm_kubo:.4f}; "
          f"absorption {absorb_lines*1e-4:.1f} cm^-2")
print(f"Integrated absorption from formula: {absorb_formula*1e-4:.1f} cm^-2")

# ---- Debye spectrum: the truncated second moment has no limit
tau = 1e-12


def debye_moment(cut):
    return 2/np.pi*(cut/tau - np.arctan(cut*tau)/tau**2)


for cut_tau in (3.0, 30.0):
    direct = quad(lambda y: 2/np.pi*y*y/(1 + y*y), 0, cut_tau)[0]/tau**2
    assert abs(direct/debye_moment(cut_tau/tau) - 1) < 1e-8
cut_full = brentq(lambda q: debye_moment(q)/m2_si - 1, 1e12, 1e16)
growth = debye_moment(10*cut_full)/m2_si
assert growth > 9
print(f"Debye time {tau*1e12:.1f} ps: sum used up at cutoff {cut_full*to_cm:.0f} cm^-1")
print(f"Debye moment at ten times that cutoff: {growth:.2f} x 2kT/I")

# ---- sizes of neglected effects (rough inputs)
print(f"Free-rotor quantum shift of M2: {100*s/3:.2f} % at 300 K, "
      f"{100*s/3*temp/200:.2f} % at 200 K")
inversion = 0.8
print(f"Ammonia inversion, rough {inversion} cm^-1: adds "
      f"{100*inversion**2/(m2_si*to_cm**2):.4f} % to M2")
n_host = 1.4
local = ((n_host**2 + 2)/3)**2/n_host
print(f"Host index {n_host}: Lorentz field and index factor {local:.3f}, "
      f"absorption {absorb_formula*local*1e-4:.0f} cm^-2")
pol_volume, distance = 3.0, 4.0
print(f"Neighbour {pol_volume:.0f} A^3 at {distance:.0f} A on axis: induced dipole "
      f"{100*2*pol_volume/distance**3:.1f} % of mu")
print("verified")
```

Output:

```
Pair of dipole-coupled rotors, reduced units (kT = I = 1):
 coupling 0.00 kT: M2 2.00000, M4 8.002, <N^2> 0.000
   total dipole: unnormalised M2 2.00000, g 1.0000, normalised 2.0000
 coupling 0.75 kT: M2 2.00000, M4 8.716, <N^2> 0.714
   total dipole: unnormalised M2 2.00000, g 1.0103, normalised 1.9797
 coupling 1.50 kT: M2 2.00000, M4 10.535, <N^2> 2.533
   total dipole: unnormalised M2 2.00000, g 1.0648, normalised 1.8782
Symmetric top, axial/perpendicular inertia 1.6: M2 2.00000 kT/I
Inputs: I 3.0e-47 kg m2, T 300 K, mu 1.5 D, 0.1 mol/L
kT 25.85 meV; dipole mu 5.003e-30 C m
M2 = 2kT/I: 2.7613e+26 rad2/s2 = 7782 cm^-2
rms frequency 1.662e+13 rad/s = 88.2 cm^-1
Quantum parameter hbar^2/(I kT): 0.0895
First moment hbar/I: 18.66 cm^-1
Free rotor static response <cos>/(mu E/kT): 0.32838, from spectrum 0.32839
Cage 0 meV: rms torque 0.0 meV/rad, classical M4 1.525e+53 rad4/s4
   classical M4/(kT/I)^2 8.000; quantum M2/(2kT/I) 1.0298, expansion 1.0298
   S_K: second moment/(2kT/I) 1.000000, norm 0.9852; absorption 1052.5 cm^-2
Cage 50 meV: rms torque 36.9 meV/rad, classical M4 1.913e+53 rad4/s4
   classical M4/(kT/I)^2 10.033; quantum M2/(2kT/I) 1.0373, expansion 1.0374
   S_K: second moment/(2kT/I) 1.000000, norm 0.9852; absorption 1052.5 cm^-2
Cage 100 meV: rms torque 62.0 meV/rad, classical M4 2.620e+53 rad4/s4
   classical M4/(kT/I)^2 13.743; quantum M2/(2kT/I) 1.0510, expansion 1.0513
   S_K: second moment/(2kT/I) 1.000000, norm 0.9852; absorption 1052.5 cm^-2
Integrated absorption from formula: 1052.5 cm^-2
Debye time 1.0 ps: sum used up at cutoff 2311 cm^-1
Debye moment at ten times that cutoff: 10.03 x 2kT/I
Free-rotor quantum shift of M2: 2.98 % at 300 K, 4.48 % at 200 K
Ammonia inversion, rough 0.8 cm^-1: adds 0.0082 % to M2
Host index 1.4: Lorentz field and index factor 1.245, absorption 1310 cm^-2
Neighbour 3 A^3 at 4 A on axis: induced dipole 9.4 % of mu
verified
```
